# Return Energy of Electron-Hole Pairs and the High-Order Sideband Cutoff: a numerical check

```python
"""
Largest return energy of an electron-hole pair created at rest in F cos(theta).
Result under test: K_max = 2 (1 - cos tau) Up, about 3.17 Up, where tau solves
sin(tau) + (1 - tau) cos(tau) = 1 between pi and 2 pi.
theta = omega t; tau = travel phase between creation and return;
Up = e^2 F^2 / (4 mu omega^2); mu = reduced mass; z = Up / (hbar omega).
The quantum sidebands of free pairs are computed to locate the same cutoff.
Material parameters are rough typical values for a GaAs-like crystal.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, cumulative_trapezoid, quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar
from scipy.special import airy


def show(label, value, unit="", digits=5):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


def return_energy(tau):
    """Return energy in units of Up as a function of travel phase."""
    n = 2 - 2*np.cos(tau) - tau*np.sin(tau)
    d = 2 - 2*np.cos(tau) + tau**2 - 2*tau*np.sin(tau)
    return 2*n**2/d


def return_energy_slope(tau):
    s, c = np.sin(tau), np.cos(tau)
    n = 2 - 2*c - tau*s
    d = 2 - 2*c + tau**2 - 2*tau*s
    q = tau**2*c - 2*tau*s + 2*(1 - c)
    return -4*n*(tau - s)*q/d**2


# Derived optimum
tau_best = brentq(lambda x: np.sin(x) + (1 - x)*np.cos(x) - 1,
                  np.pi, 2*np.pi)
k_best = 2*(1 - np.cos(tau_best))
birth = np.arctan2(1 - np.cos(tau_best), tau_best - np.sin(tau_best))
back = birth + tau_best
assert abs(return_energy(tau_best) - k_best) < 1e-10

# Slope formula against central differences
for x in (0.9, 2.3, 3.7, 5.1, 8.2, 13.0):
    step = 1e-5
    slope = (return_energy(x + step) - return_energy(x - step))/(2*step)
    assert abs(slope - return_energy_slope(x)) < 1e-7

# Input parameters of the example
m_e, m_h = 0.067, 0.35
m_light, m_h_111 = 0.09, 0.9
frequency = 0.5e12
field = 5e5
gap_ev = 1.52
permittivity = 13.0
alpha_per_ev = 0.6
phonon_mev = 36.0
phonon_time_ps = 0.2
t2_ps = 1.0
t2_long_ps = 10.0
lattice_nm = 0.565
omega = 2*np.pi*frequency
e, hbar, m0 = const.e, const.hbar, const.m_e


def reduced(a, b):
    return a*b/(a + b)


def ponderomotive_mev(mass):
    return 1e3*e*field**2/(4*mass*m0*omega**2)


mu = reduced(m_e, m_h)
up = ponderomotive_mev(mu)
photon = 1e3*hbar*omega/e
z_example = up/photon
cutoff = k_best*up


# Newton's equations for the two particles separately.
# Units: reduced mass = 1, omega = 1, e F = 1, hence Up = 1/4.
def newton_return(phase):
    def rhs(t, y):
        return [y[1], -mu/m_e*np.cos(t), y[3], mu/m_h*np.cos(t)]

    def meeting(t, y):
        return y[0] - y[2]
    meeting.direction = 1
    meeting.terminal = True
    sol = solve_ivp(rhs, (phase, phase + 6.6), [0, 0, 0, 0],
                    events=meeting, rtol=1e-9, atol=1e-11, max_step=0.2)
    assert len(sol.t_events[0]) == 1
    y = sol.y_events[0][0]
    electron = 0.5*(m_e/mu)*y[1]**2/0.25
    hole = 0.5*(m_h/mu)*y[3]**2/0.25
    return electron + hole, electron, sol.t_events[0][0]


search = minimize_scalar(lambda p: -newton_return(p)[0],
                         bounds=(0.1, 1.2), method="bounded",
                         options={"xatol": 1e-6})
k_newton, k_electron, back_newton = newton_return(search.x)
assert abs(k_newton - k_best) < 1e-6
assert abs(search.x - birth) < 1e-3
assert abs(back_newton - back) < 3e-3
assert abs(k_electron/k_newton - mu/m_e) < 1e-6

# Scan of all creation phases and all returns within eight periods
phases = (np.arange(400) + 0.5)*np.pi/400
travel = np.linspace(0, 16*np.pi, 10001)[1:]
scan_best, scan_late = 0.0, 0.0
for p in phases:
    x = np.cos(p + travel) - np.cos(p) + travel*np.sin(p)
    hit = np.nonzero(x[:-1]*x[1:] < 0)[0]
    if p > np.pi/2:
        assert len(hit) == 0
        continue
    assert np.sum(travel[hit] < 2*np.pi - 0.01) <= 1
    t_hit = travel[hit] - x[hit]*(travel[1] - travel[0])/(x[hit+1] - x[hit])
    energy = 2*(np.sin(p + t_hit) - np.sin(p))**2
    if len(energy):
        scan_best = max(scan_best, energy.max())
    late = energy[t_hit > 2*np.pi]
    if len(late):
        scan_late = max(scan_late, late.max())
assert abs(scan_best - k_best) < 2e-3
long_travel = np.linspace(2*np.pi, 100*np.pi, 400001)
k_late = return_energy(long_travel).max()
late_bound = 2 + 3/np.pi
assert k_late < late_bound < k_best
# The scan samples creation phases on a finite grid.
assert abs(scan_late - k_late) < 2e-2


def sidebands(z, gamma, dimension, tau_max, steps, points):
    """Fourier amplitudes from the travel-time integral, common factor left out."""
    theta = 2*np.pi*np.arange(points)/points
    width = tau_max/steps
    taus = (np.arange(steps) + 0.5)*width
    taper = np.ones(steps)
    end = taus > 0.8*tau_max
    taper[end] = np.cos(0.5*np.pi*(taus[end]/tau_max - 0.8)/0.2)**2
    weight = width*taper*np.exp(-gamma*taus)*taus**(-dimension/2)
    total = np.zeros(points, complex)
    for first in range(0, steps, 250):
        t = taus[first:first+250, None]
        start = theta - t
        square = t/2 - (np.sin(2*theta) - np.sin(2*start))/4
        linear = np.cos(start) - np.cos(theta)
        action = 2*z*(square - linear**2/t)
        total += weight[first:first+250] @ np.exp(-1j*action)
    return np.fft.ifft(total)


# One-dimensional check: solve the driven amplitude at each momentum
# in a Fourier basis, then integrate over momentum.
z_test, gamma_test, limit = 2.0, 0.5, 160
orders = np.arange(-limit, limit + 1)
source = np.zeros(len(orders), complex)
source[limit] = -1
momentum_step = 0.01
summed = np.zeros(len(orders), complex)
for q in np.arange(-1200, 1201)*momentum_step:
    band = np.zeros((5, len(orders)), complex)
    band[0, 2:] = -z_test/2
    band[1, 1:] = 2j*z_test*q
    band[2] = 2*z_test*(q*q + 0.5) - orders - 1j*gamma_test
    band[3, :-1] = -2j*z_test*q
    band[4, :-2] = -z_test/2
    summed += momentum_step*solve_banded((2, 2), band, source)
by_time = sidebands(z_test, gamma_test, 1, 40.0, 8000, 256)
by_time = by_time*(-1j)*np.sqrt(np.pi/(2j*z_test))
chosen = np.array([2, 4, 6, 8])
mismatch = np.max(np.abs(summed[limit + chosen] - by_time[chosen]))
mismatch /= np.max(np.abs(by_time[chosen]))
# The finite momentum range leaves a small tail in the lowest order.
assert mismatch < 3e-3

# Semiclassical edge: intensity falls to Ai(0)^2 / max(Ai^2) of last peak
z_large = 200.0
large = np.abs(sidebands(z_large, 0.0, 3, 8.0, 6000, 2048))**2
assert large[601] < 1e-8*large[600]
even = np.arange(int(2.9*z_large), int(3.6*z_large) + 1, 2)
strength = large[even]
airy_grid = airy(np.linspace(-2, 0, 20001))[0]
edge_ratio = airy(0)[0]**2/np.max(airy_grid**2)
peak = int(np.argmax(strength))
target = edge_ratio*strength[peak]
below = peak + int(np.nonzero(strength[peak:] < target)[0][0])
edge = np.interp(target, [strength[below], strength[below-1]],
                 [even[below], even[below-1]])/z_large
# Finite-z corrections and the discrete orders limit the agreement.
assert abs(edge - k_best) < 0.03

# Example spectrum and the effect of dephasing
gamma_long = 1/(omega*t2_long_ps*1e-12)
gamma_short = 1/(omega*t2_ps*1e-12)
weak = np.abs(sidebands(z_example, gamma_long, 3, 60.0, 12000, 256))**2
strong = np.abs(sidebands(z_example, gamma_short, 3, 60.0, 12000, 256))**2
n_cut = cutoff/photon
n_even = 2*int(n_cut//2)
travel_ps = 1e12*tau_best/omega
damping = strong[n_even]/weak[n_even]
damping_classical = np.exp(-2*travel_ps*(1/t2_ps - 1/t2_long_ps))
# One travel time stands for a spread of times near the cutoff.
assert abs(np.log(damping/damping_classical)) < 0.4
assert weak[n_even + 20] < 1e-3*weak[n_even]


# Nonparabolic electron: E (1 + alpha E) = p^2 / (2 m_e)
def nonparabolic_maximum(alpha):
    grid = np.linspace(0, 2*np.pi, 4001)
    best = 0.0
    for p in np.arange(0.15, 0.60, 0.002):
        s = np.sin(p + grid) - np.sin(p)
        parabolic = mu/m_e*2*up*1e-3*s**2
        root = np.sqrt(1 + 4*alpha*parabolic)
        velocity = s*(mu/m_e/root + mu/m_h)
        x = cumulative_trapezoid(velocity, grid, initial=0)
        negative = np.nonzero(x[1:] < 0)[0]
        if not len(negative):
            continue
        j = negative[0] + 1
        part = x[j-1]/(x[j-1] - x[j])
        # 2 E_par / (1 + root) equals (root - 1) / (2 alpha), also at alpha = 0
        total = 2*parabolic/(1 + root) + mu/m_h*2*up*1e-3*s**2
        best = max(best, total[j-1] + part*(total[j] - total[j-1]))
    return 1e3*best


assert abs(nonparabolic_maximum(0.0)/up - k_best) < 2e-3
cutoff_nonparabolic = nonparabolic_maximum(alpha_per_ev)

# Other neglected effects
length_nm = 1e9*e*field/(mu*m0*omega**2)
excursion = length_nm*abs((np.pi - 2*birth)*np.sin(birth) - 2*np.cos(birth))
density = 1/(excursion*1e-7)**3
rydberg_mev = 1e3*const.value("Rydberg constant times hc in eV")
binding = rydberg_mev*mu/permittivity**2
radius = 1e9*const.value("Bohr radius")*permittivity/mu
barrier_field = binding*1e-3/(8*radius*1e-9)/1e5
cut_light = k_best*ponderomotive_mev(reduced(m_e, m_light))
cut_111 = k_best*ponderomotive_mev(reduced(m_e, m_h_111))
electron_energy = cutoff*mu/m_e
outward = mu/m_e*2*up*(1 - np.sin(birth))**2
assert outward < phonon_mev < electron_energy
needed = np.sqrt(phonon_mev*m_e/(2*up*mu)) - np.sin(birth)
phonon_window = 1e12*(back - np.pi - np.arcsin(needed))/omega
survival = np.exp(-phonon_window/phonon_time_ps)
occupation = 1/np.expm1(phonon_mev*1e-3*e/(const.k*300))
k_max = e*field/(hbar*omega)*abs(np.sin(back) - np.sin(birth))
zone_fraction = k_max/(2*np.pi/(lattice_nm*1e-9))
gap = gap_ev*e
tunnel = np.pi*np.sqrt(mu*m0)*gap**1.5/(2*hbar*e*field)
# Energy across the gap is y * gap, with y from -1/2 to 1/2.
wkb = quad(lambda y: np.sqrt(max(0.25 - y*y, 0)), -0.5, 0.5)[0]
wkb *= 2*gap/(e*field)*np.sqrt(4*mu*m0*gap)/hbar
assert abs(wkb/tunnel - 1) < 1e-6
hc_ev_nm = const.h*const.c/e*1e9

show("Optimal travel phase", tau_best, "rad", 7)
show("Creation phase after field crest", np.degrees(birth), "deg")
show("Return phase", np.degrees(back), "deg")
show("Maximum return energy, formula", k_best, "Up", 7)
show("Maximum return energy, Newton", k_newton, "Up", 7)
show("Maximum for travel beyond one period", k_late, "Up")
show("Analytic bound beyond one period", late_bound, "Up")
show("Airy edge criterion, fraction of last peak", edge_ratio)
show("Quantum edge at Up/photon = 200", edge, "Up")
show("Time/momentum sideband mismatch", mismatch, "", 2)
show("Input electron mass", m_e, "m0")
show("Input heavy-hole mass along [100]", m_h, "m0")
show("Input drive frequency", frequency/1e12, "THz")
show("Input internal field amplitude", field/1e5, "kV/cm")
show("Input gap", gap_ev, "eV")
show("Reduced mass", mu, "m0", 4)
show("Drive photon energy", photon, "meV", 4)
show("Ponderomotive energy", up, "meV", 4)
show("Up / drive photon energy", z_example, "", 4)
show("Cutoff above gap", cutoff, "meV", 4)
show("Cutoff order", n_cut, "", 4)
show("Largest even order below cutoff", n_even)
show("Laser wavelength at gap", hc_ev_nm/gap_ev, "nm", 5)
show("Cutoff wavelength", hc_ev_nm/(gap_ev + cutoff/1e3), "nm", 5)
show("Travel time", travel_ps, "ps", 4)
show("Largest separation", excursion, "nm", 4)
for shift in (-10, 10, 20):
    show(f"Intensity order {n_even+shift} / order {n_even}, T2 = 10 ps",
         weak[n_even+shift]/weak[n_even], "", 3)
show("Intensity at last order, T2 1 ps / 10 ps", damping, "", 3)
show("Same ratio from classical travel time", damping_classical, "", 3)
show("Light-hole mass (rough)", m_light, "m0")
show("Light-hole cutoff", cut_light, "meV", 4)
show("Heavy-hole mass along [111] (rough)", m_h_111, "m0")
show("Heavy-hole cutoff along [111]", cut_111, "meV", 4)
show("Electron nonparabolicity (rough)", alpha_per_ev, "1/eV")
show("Nonparabolic cutoff", cutoff_nonparabolic, "meV", 4)
show("Relative permittivity (rough)", permittivity)
show("Exciton binding energy", binding, "meV", 3)
show("Exciton radius", radius, "nm", 3)
show("Exciton barrier-suppression field", barrier_field, "kV/cm", 3)
show("Electron energy at return", electron_energy, "meV", 4)
show("Optical-phonon energy (rough)", phonon_mev, "meV")
show("Time above phonon threshold", phonon_window, "ps", 3)
show("Phonon emission time (rough)", phonon_time_ps, "ps")
show("Probability of no phonon emission", survival, "", 3)
show("Phonon occupation at 300 K", occupation, "", 3)
show("Interband tunnelling exponent", tunnel, "", 4)
show("Lattice constant (rough)", lattice_nm, "nm")
show("Largest wave number / zone boundary", zone_fraction, "", 3)
show("Density of one pair per excursion cube", density, "cm^-3", 3)
print("finished without a failed check")
```

Running it gives:

```
Optimal travel phase: 4.085574 rad
Creation phase after field crest: 17.957 deg
Return phase: 252.04 deg
Maximum return energy, formula: 3.173137 Up
Maximum return energy, Newton: 3.173137 Up
Maximum for travel beyond one period: 2.4043 Up
Analytic bound beyond one period: 2.9549 Up
Airy edge criterion, fraction of last peak: 0.43929
Quantum edge at Up/photon = 200: 3.1735 Up
Time/momentum sideband mismatch: 0.00044
Input electron mass: 0.067 m0
Input heavy-hole mass along [100]: 0.35 m0
Input drive frequency: 0.5 THz
Input internal field amplitude: 5 kV/cm
Input gap: 1.52 eV
Reduced mass: 0.05624 m0
Drive photon energy: 2.068 meV
Ponderomotive energy: 19.81 meV
Up / drive photon energy: 9.578
Cutoff above gap: 62.85 meV
Cutoff order: 30.39
Largest even order below cutoff: 30
Laser wavelength at gap: 815.69 nm
Cutoff wavelength: 783.3 nm
Travel time: 1.3 ps
Largest separation: 178.6 nm
Intensity order 20 / order 30, T2 = 10 ps: 1
Intensity order 40 / order 30, T2 = 10 ps: 4.19e-05
Intensity order 50 / order 30, T2 = 10 ps: 4.43e-12
Intensity at last order, T2 1 ps / 10 ps: 0.103
Same ratio from classical travel time: 0.0962
Light-hole mass (rough): 0.09 m0
Light-hole cutoff: 92.02 meV
Heavy-hole mass along [111] (rough): 0.9 m0
Heavy-hole cutoff along [111]: 56.68 meV
Electron nonparabolicity (rough): 0.6 1/eV
Nonparabolic cutoff: 61.78 meV
Relative permittivity (rough): 13
Exciton binding energy: 4.53 meV
Exciton radius: 12.2 nm
Exciton barrier-suppression field: 0.463 kV/cm
Electron energy at return: 52.75 meV
Optical-phonon energy (rough): 36 meV
Time above phonon threshold: 0.139 ps
Phonon emission time (rough): 0.2 ps
Probability of no phonon emission: 0.5
Phonon occupation at 300 K: 0.331
Interband tunnelling exponent: 5058
Lattice constant (rough): 0.565 nm
Largest wave number / zone boundary: 0.0274
Density of one pair per excursion cube: 1.75e+14 cm^-3
finished without a failed check
```
